# Ballistic resistance of a two-dimensional channel with two valleys: test program

```python
"""
Ballistic resistance times width of a two-dimensional channel:
    R W = (h/e^2) pi/(g kF) = (h/(2 e^2)) sqrt(pi/(g n)),
    kF = sqrt(4 pi n/g).
n: total carrier density; g: spin times valley degeneracy;
kF: Fermi wavenumber from the valley centre; W: channel width.
Assumed: isotropic single band, unit transmission, small bias, T = 0.
Also tested: at fixed n, temperature cannot lower R W.
Hartree atomic units are used unless a name states another unit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq
from scipy.special import expit

bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
ohm_per_au = const.hbar / const.e**2
ohm_um_per_au = ohm_per_au * bohr * 1e6

density_cm2 = 1e13
density = density_cm2 * 1e4 * bohr**2
g = 2 * 2
kF = np.sqrt(4 * np.pi * density / g)


def resistance_width(degeneracy):
    """Derived formula, in ohm micrometre."""
    h_over_e2 = const.h / const.e**2
    density_m2 = density_cm2 * 1e4
    return h_over_e2 / 2 * np.sqrt(np.pi / (degeneracy * density_m2)) * 1e6


R0 = resistance_width(g)

# Explicit counting with periodic boundary conditions.
side_um = 1.0
side = side_um * 1e-6 / bohr
index = np.arange(-150, 151)
k_grid = 2 * np.pi * index / side
k_squared = k_grid[:, None]**2 + k_grid[None, :]**2
carriers_counted = g * np.count_nonzero(k_squared < kF**2)
carriers_expected = density * side**2
assert abs(carriers_counted / carriers_expected - 1) < 5e-3
modes_one_species = np.count_nonzero(abs(k_grid) < kF)
assert abs(modes_one_species - kF * side / np.pi) <= 1
R_counted = const.h / const.e**2 / (g * modes_one_species) * side_um
# One mode more or less is the expected discreteness error.
assert abs(R_counted / R0 - 1) < 1.1 / modes_one_species

# Two different band shapes, energies measured from the band edge.
mass = 0.5
half_gap = 0.002
dirac_speed = 0.2


def parabolic(k):
    return k**2 / (2 * mass)


def gapped(k):
    return np.sqrt(half_gap**2 + (dirac_speed * k)**2) - half_gap


bands = {"parabolic": parabolic, "gapped linear": gapped}


def speed(energy, k):
    step = 1e-6
    return (energy(k + step) - energy(k - step)) / (2 * step)


# Zero-temperature current: flux of right-movers in the bias window.
bias = 1e-5
flux_results = {}
for name, energy in bands.items():
    EF = energy(kF)
    k_high = brentq(lambda k: energy(k) - EF - bias / 2, 0, 0.3, xtol=1e-15)
    k_low = brentq(lambda k: energy(k) - EF + bias / 2, 0, 0.3, xtol=1e-15)
    current, _ = dblquad(
        lambda k, angle: g * k * speed(energy, k) * np.cos(angle)
        / (2 * np.pi)**2,
        -np.pi / 2, np.pi / 2, k_low, k_high, epsabs=0, epsrel=1e-8)
    flux_results[name] = bias / current * ohm_um_per_au
    assert abs(flux_results[name] / R0 - 1) < 2e-5
    # Half-filled right- and left-moving discs match the midpoint level.
    density_shift = (k_high**2 + k_low**2) / 2 - kF**2
    assert abs(density_shift) < 1e-3 * (k_high**2 - k_low**2)

# Thermal current at fixed density, from a small finite bias.
nodes, weights = np.polynomial.legendre.leggauss(800)
k_max = 0.35
k = (nodes + 1) * k_max / 2
dk = weights * k_max / 2
thermal = {}
for name, energy in bands.items():
    E = energy(k)
    v = speed(energy, k)
    for temperature in (100, 300, 600):
        kT = const.k * temperature / hartree

        def filled_density(mu):
            return g / (2 * np.pi) * np.sum(dk * k * expit((mu - E) / kT))

        mu = brentq(lambda x: filled_density(x) - density, -0.05, 0.05,
                    xtol=1e-15)
        dV = 1e-6
        window = expit((mu + dV / 2 - E) / kT) - expit((mu - dV / 2 - E) / kT)
        # The angular integral of cos over the forward half-plane is 2.
        conductance = 2 * g / (2 * np.pi)**2 * np.sum(dk * k * v * window) / dV
        f = expit((mu - E) / kT)
        energy_weight = f * (1 - f) / kT * v
        mean_k = np.sum(dk * f)  # integration by parts of the average of k
        mean_k2 = np.sum(dk * k**2 * energy_weight)
        assert abs(conductance / (g * mean_k / (2 * np.pi**2)) - 1) < 1e-5
        assert abs(g * mean_k2 / (4 * np.pi) / density - 1) < 1e-6
        R_thermal = ohm_um_per_au / conductance
        assert R_thermal > R0
        thermal[name, temperature] = (R_thermal, mu, mean_k)


# Quantum transmission of a hard-wall square-lattice strip, hopping = 1.
def strip_transmission(sites, energy_above_edge, barrier):
    z = energy_above_edge + 1e-7j
    slice_h = 4 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1)
    surface = slice_h.astype(complex)
    bulk = surface.copy()
    a = -np.eye(sites, dtype=complex)
    b = a.copy()
    identity = np.eye(sites)
    for _ in range(60):
        green = np.linalg.inv(z * identity - bulk)
        agb = a @ green @ b
        bga = b @ green @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ green @ a, b @ green @ b
        if max(abs(a).max(), abs(b).max()) < 1e-13:
            break
    else:
        raise RuntimeError("surface Green function did not converge")
    sigma = np.linalg.inv(z * identity - surface)
    gamma = 1j * (sigma - sigma.conj().T)
    G = np.linalg.inv(z * identity - slice_h - barrier * identity - 2 * sigma)
    return np.trace(gamma @ G @ gamma @ G.conj().T).real


sites = 24
strip_energy = 0.5
barrier = 0.5
transverse = 2 - 2 * np.cos(np.pi * np.arange(1, sites + 1) / (sites + 1))
open_modes = np.count_nonzero(transverse < strip_energy)
T_clean = strip_transmission(sites, strip_energy, 0.0)
T_barrier = strip_transmission(sites, strip_energy, barrier)
assert abs(T_clean - open_modes) < 1e-4
assert 0 < T_barrier < open_modes - 0.01

kT_room = const.k * 300 / hartree
print(f"Carrier density: {density_cm2:.1e} cm^-2")
print(f"Carrier density: {density:.5e} bohr^-2")
print(f"Degeneracy g: {g}")
print(f"Fermi wavenumber: {kF:.6f} bohr^-1")
print(f"Resistance quantum h/e^2: {const.h / const.e**2:.3f} ohm")
print(f"Atomic unit of resistance: {ohm_per_au:.3f} ohm")
print(f"Bohr radius: {bohr * 1e6:.6e} micrometre")
print(f"R W in atomic units: {R0 / ohm_um_per_au:.3f}")
print(f"Modes per width, one species: {kF / np.pi / bohr * 1e-6:.3f} per um")
print(f"Modes per width, all: {g * kF / np.pi / bohr * 1e-6:.3f} per um")
print(f"Total R W, g=4, T=0: {R0:.3f} ohm um")
print(f"Half share per contact: {R0 / 2:.3f} ohm um")
print(f"Total R W, g=2, same density: {resistance_width(2):.3f} ohm um")
print(f"Counted strip width: {side_um:.1f} um")
print(f"Counted carriers in square: {carriers_counted}")
print(f"Expected carriers in square: {carriers_expected:.1f}")
print(f"Counted modes, one species: {modes_one_species}")
print(f"Counted modes, all: {g * modes_one_species}")
print(f"R W from counted modes: {R_counted:.3f} ohm um")
print(f"Parabolic mass: {mass:.2f} electron masses")
print(f"Gapped band half-gap: {half_gap:.4f} hartree")
print(f"Gapped band speed: {dirac_speed:.2f} atomic units")
print(f"Thermal energy at 300 K: {kT_room:.6f} hartree")
for name, energy in bands.items():
    print(f"{name}: Fermi energy: {energy(kF):.6f} hartree")
    print(f"{name}: R W from T=0 flux: {flux_results[name]:.3f} ohm um")
    R_room, mu_room, mean_room = thermal[name, 300]
    print(f"{name}: 300 K chemical potential: {mu_room:.6f} hartree")
    print(f"{name}: 300 K average k: {mean_room:.6f} bohr^-1")
    for temperature in (100, 300, 600):
        value = thermal[name, temperature][0]
        print(f"{name}: R W at {temperature} K: {value:.3f} ohm um")
print(f"Lattice strip: {sites} sites, energy {strip_energy:.2f} hopping")
print(f"Lattice open modes, one species: {open_modes}")
print(f"Lattice clean transmission: {T_clean:.5f}")
print(f"Lattice barrier height: {barrier:.2f} hopping")
print(f"Lattice barrier transmission: {T_barrier:.5f}")
print("all assertions hold")
```

Running it gives:

```
Carrier density: 1.0e+13 cm^-2
Carrier density: 2.80029e-04 bohr^-2
Degeneracy g: 4
Fermi wavenumber: 0.029660 bohr^-1
Resistance quantum h/e^2: 25812.807 ohm
Atomic unit of resistance: 4108.236 ohm
Bohr radius: 5.291772e-05 micrometre
R W in atomic units: 166.377
Modes per width, one species: 178.412 per um
Modes per width, all: 713.650 per um
Total R W, g=4, T=0: 36.170 ohm um
Half share per contact: 18.085 ohm um
Total R W, g=2, same density: 51.152 ohm um
Counted strip width: 1.0 um
Counted carriers in square: 100132
Expected carriers in square: 100000.0
Counted modes, one species: 179
Counted modes, all: 716
R W from counted modes: 36.051 ohm um
Parabolic mass: 0.50 electron masses
Gapped band half-gap: 0.0020 hartree
Gapped band speed: 0.20 atomic units
Thermal energy at 300 K: 0.000950 hartree
parabolic: Fermi energy: 0.000880 hartree
parabolic: R W from T=0 flux: 36.170 ohm um
parabolic: 300 K chemical potential: 0.000401 hartree
parabolic: 300 K average k: 0.021156 bohr^-1
parabolic: R W at 100 K: 38.912 ohm um
parabolic: R W at 300 K: 50.710 ohm um
parabolic: R W at 600 K: 65.800 ohm um
gapped linear: Fermi energy: 0.004260 hartree
gapped linear: R W from T=0 flux: 36.170 ohm um
gapped linear: 300 K chemical potential: 0.004016 hartree
gapped linear: 300 K average k: 0.028154 bohr^-1
gapped linear: R W at 100 K: 36.362 ohm um
gapped linear: R W at 300 K: 38.105 ohm um
gapped linear: R W at 600 K: 44.049 ohm um
Lattice strip: 24 sites, energy 0.50 hopping
Lattice open modes, one species: 5
Lattice clean transmission: 5.00000
Lattice barrier height: 0.50 hopping
Lattice barrier transmission: 4.01136
all assertions hold
```
